Elastic interaction of uniaxial force dipoles on an isotropic half-space

Q: Two identical adatoms strain the crystal beneath them in the same way. I would expect them to spoil each other's relaxation and repel in every direction. Why should direction matter?

A: It can matter if each adatom pushes along one line only. Let an isotropic elastic solid fill z ≥ 0, with shear modulus μ, Poisson ratio ν and a free surface z = 0. Stability requires −1 < ν < 1/2. An adatom at rest exerts no net in-plane force, so the simplest in-plane load is a pair: a force F along +x at x = a/2 and a force F along −x at x = −a/2. Its strength is the moment

P = Fa.

For P > 0 the pair pushes outward. The second adatom carries the same pair, displaced by a vector of length r at an angle θ to x. I take F as fixed, the strains as small and, until the finite arm is examined, r ≫ a. Normal forces are left out. The algebra is classical elasticity, so atomic units change nothing in its form.

Q: Before you compute anything, which energy do you mean? Elastic energy is positive, and more strain costs more. That already sounds like repulsion.

A: The stored elastic energy is only part of the total. The adatom's energy also changes when the surface atoms move. To first order in the displacement u that change is −∫f·u, where f is the force density on the surface. The total is

E = U[u] − ∫f·u,

with U the elastic energy, quadratic in u. At equilibrium E is stationary. Replace u by (1+ε)u: the first-order change is ε(2U − ∫f·u), which must vanish, so U = ½∫f·u and

E = −½∫f·u.

Now put f = f₁ + f₂ and u = u₁ + u₂. Because U is a symmetric quadratic form, the response is reciprocal: ∫f₁·u₂ = ∫f₂·u₁. The cross terms of E therefore add up to

W = −∫f₁·u₂.

The cross term of U alone is +∫f₁·u₂, the opposite sign. Judging by stored energy alone would reverse every conclusion about attraction.

Q: Then you need the displacement caused by a tangential force on a surface. I won't accept that formula unproved.

A: Take a shear load f exp(iqx) on the surface, with q > 0, and find the decaying solution below it. The stress is

σ_ij = λδ_ij ∇·u + μ(∂_i u_j + ∂_j u_i), λ = 2μν/(1−2ν).

Setting its divergence to zero gives μ∇²u + (λ+μ)∇(∇·u) = 0. Since λ+μ = μ/(1−2ν),

(1−2ν)∇²u + ∇(∇·u) = 0.

The outward normal is −z, so the applied load equals −σ_iz at z = 0.

If the load points along y, across the wave vector, try u_y = A exp(−qz+iqx). Both ∇·u and ∇²u vanish, so the equation holds. The boundary condition −μ∂_z u_y = f gives μqA = f, and the surface displacement is

u_transverse = f/(μq).

Q: That is the easy half. A load along the wave vector also makes the surface bulge.

A: It does, so two components are needed:

u_x = (A + Bqz) exp(−qz+iqx),
u_z = i(D + Bqz) exp(−qz+iqx).

The linear terms share one coefficient for this reason. The divergence of the equilibrium equation says that ∇·u is harmonic, so it must decay as a pure exponential, and equal coefficients cancel its part linear in z. With the exponential understood,

∇·u = iq(A + Bqz) + iq(B − D − Bqz) = iq(A + B − D),
∇²u_x = −2Bq², ∇²u_z = −2iBq².

The x equation is −2(1−2ν)Bq² − q²(A+B−D) = 0, so

A + B − D = −2(1−2ν)B, or D = A + (3−4ν)B.

The z equation, −2i(1−2ν)Bq² − iq²(A+B−D) = 0, gives the same relation.

No normal load acts at z = 0. There λ∇·u = −4iμνqB and 2μ∂_z u_z = 2iμq(B−D). Their sum vanishes if

D = (1−2ν)B, hence A = D − (3−4ν)B = −2(1−ν)B.

The shear stress at the surface is

σ_xz = μ(∂_z u_x + ∂_x u_z) = μq(B − A − D) = μqB[1 + 2(1−ν) − (1−2ν)] = 2μqB.

The load is f = −σ_xz, so B = −f/(2μq), and the surface displacement A is

u_longitudinal = (1−ν)f/(μq).

The surface is softer across the wave vector than along it when ν > 0. A test that does not use this trial solution is to minimize the elastic energy on finite elements in depth. For ν = 0.10, 0.278 and 0.45 it reproduced both compliances with a relative error of at most 0.0013.

Q: Adatoms are points, not waves. How do you get back to real space?

A: Split a general in-plane load into its part along q, selected by q_i q_j/q², and the rest. The response is

G_ij(q) = [(1−ν)q_i q_j/q² + δ_ij − q_i q_j/q²]/(μq)
= (δ_ij/q − ν q_i q_j/q³)/μ.

Two inverse transforms in the plane are needed. The first is

1/q → (1/2π)∫₀^∞ J₀(qr)dq = 1/(2πr).

For the second, note that ∇²r = 1/r in two dimensions. The transform of r, away from q = 0, is therefore −2π/q³, and that of ∂_i∂_j r is 2πq_i q_j/q³. Hence

q_i q_j/q³ → (1/2π)∂_i∂_j r = (1/2π)(δ_ij/r − x_i x_j/r³).

A constant could hide at q = 0, but a function that scales as 1/q has a transform that scales as 1/r, which excludes it. Collecting terms,

G_ij(r) = (1/2πμ)[(1−ν)δ_ij/r + ν x_i x_j/r³].

This is the displacement along i at a distance r from a unit force along j.

Q: Now put the forces in. I want to see where the signs come from.

A: There are four cross pairs of forces, all along x. The two pairs of equal sign are separated by the vector r itself. The two pairs of opposite sign are separated by r + a and r − a, with a along x. Since W is minus force times displacement,

W = F²[G_xx(r+a) + G_xx(r−a) − 2G_xx(r)].

This is a second difference. For a ≪ r it becomes F²a²∂_x²G_xx, so

W = P² ∂_x²G_xx(r).

The two derivatives required are

∂_x²(1/r) = −1/r³ + 3x²/r⁵,

∂_x²(x²/r³) = ∂_x(2x/r³ − 3x³/r⁵)
= 2/r³ − 6x²/r⁵ − 9x²/r⁵ + 15x⁴/r⁷.

With c = cos θ = x/r,

W = P² f(θ)/(2πμr³),
f(θ) = (1−ν)(3c²−1) + ν(2 − 15c² + 15c⁴).

Q: So who wins, my repulsion or your direction dependence?

A: On the axis, c = 1 and

f = 2(1−ν) + 2ν = 2.

The Poisson ratio drops out of f, and the pair repels for every allowed ν. Side by side, c = 0 and

f = −(1−ν) + 2ν = 3ν − 1.

This is negative exactly when ν < 1/3. The radial force is −∂W/∂r = 3W/r, so a negative W at fixed angle does mean a pull inward. At ν = 1/3 this leading term vanishes at the side. With in-plane forces only, the finite arm then decides the sign through a term of order 1/r⁵. Normal forces, left out here, couple to the in-plane pair as 1/r⁴ and would decide the sign at large r.

Q: A sign from an algebraic bracket is not a reason. What does the surface do?

A: The first dipole produces u_x = −P∂_xG_xx, hence a strain ε_xx = −P∂_x²G_xx at the second. The energy is therefore

W = −P ε_xx.

An outward-pushing pair has a lower energy where the surface is already stretched along x. On the axis of another such pair the surface is compressed, so the two repel. At the side two effects compete. Move along x past a unit force at a fixed sideways distance y. The part (1−ν)/r of 2πμG_xx has its maximum at x = 0, and its curvature there is −(1−ν)/y³. The part νx²/r³ starts from zero and has curvature 2ν/y³. For small ν the first wins and the surface is stretched. Above ν = 1/3 the second wins and the surface is compressed. If both pairs pull inward, P changes sign twice and W is the same.

Q: Your threshold leans on the real-space formula. Does it survive without it?

A: Yes. The energy was also summed directly over wave vectors, using the finite-element compliances and slightly smeared dipoles. For the same three Poisson ratios and five angles from 0° to 90°, the largest absolute error of f was 0.0013. The side-by-side energy changed sign at ν = 0.3334.

Q: Then for ν below one third, the adatoms will settle side by side.

A: That does not follow. Radial attraction says nothing about sideways stability. Put s = c² and collect powers:

f = 15νs² + (3−18ν)s + 3ν − 1.

Tilt the pair by a small angle δ from the side position at fixed r. Then s = sin²δ ≈ δ², and f changes by (3−18ν)δ². For ν < 1/6 this is a cost, and the side position is an angular minimum. For ν > 1/6 it is a gain, and the pair slides away from the side position. In the range 1/6 < ν < 1/3 the adatoms attract side by side but prefer another angle. At ν = 1/6 the quadratic term vanishes and 15νs² still makes the side position a minimum.

The wave-vector sum shows the change. Going from 90° to 70° raises f by 0.161 at ν = 0.10 and lowers it by 0.177 at ν = 0.278.

Q: Where does the pair go instead, and does attraction end at one third?

A: For ν > 1/6, setting df/ds = 30νs + 3 − 18ν to zero gives

s_min = (6ν−1)/(10ν),
f_min = 3ν − 1 − 3(1−6ν)²/(20ν).

The second line is the constant term minus the square of the linear coefficient divided by 60ν. It is negative if 20ν(3ν−1) < 3(1−6ν)², which rearranges to

48ν² − 16ν + 3 > 0.

The discriminant is 256 − 576 < 0, so this holds for every ν. For ν ≤ 1/6 the side position itself attracts. Some direction therefore attracts at every allowed ν, and one third is the threshold for the side position alone.

The limits show the change of shape. At ν = 0, f = 3c² − 1, which is lowest at the side. As ν approaches 1/2, f approaches ½ − 6c² + 7.5c⁴: repulsive at the side, with its minimum at c² = 0.4, where f = −0.7.

Your first expectation survives as an average. Over all directions in the plane, s averages to 1/2 and s² to 3/8, so

⟨f⟩ = 45ν/8 + (3−18ν)/2 + 3ν − 1 = (4−3ν)/8,

which is positive for all allowed ν.

Q: A real adatom will also push a little along y. Does that ruin the result?

A: It can. Let the second component be ηP, and place the other adatom on the y axis. Using W = −Pε for each component, the x–y cross terms add 2ηP²∂_x∂_yG_xy, and the y–y term adds η²P²∂_y²G_yy. Now 2πμG_xy = νxy/r³. Its x derivative at x = 0 is ν/y², and the y derivative of that is −2ν/y³. Along the y axis 2πμG_yy = 1/y, whose second derivative is 2/y³. Hence

f_side = 3ν − 1 − 4νη + 2η².

For η = 1 the dipole is isotropic and f_side = 1 − ν, which is positive. The condition ν < 1/3 for attraction at the side was derived for η = 0. In general, attraction there needs η between the two roots

η = ν ± √[ν² + (1−3ν)/2].

Q: Give me a surface on which this might be seen, with numbers.

A: Tungsten (110) is a sensible case, because tungsten is nearly isotropic elastically and a twofold site allows the x and y components to differ. A strictly uniaxial dipole remains a model assumption. Rough typical values are μ = 1.0 eV/Å³ and λ = 1.25 eV/Å³. For the adatom I take, also roughly, F = 1 eV/Å and a = 3 Å, so P = 3 eV, and a separation r = 10 Å. Then

ν = λ/[2(λ+μ)] = 1.25/4.5 = 0.278,
P²/(2πμr³) = 9/(2π × 1.0 × 1000) = 0.00143 eV.

On the axis f = 2 and W = 0.0029 eV, or 33 K. At the side f = 3ν − 1 = −0.167 and W = −0.00024 eV, or −2.8 K. Since ν lies between 1/6 and 1/3, the side is an angular maximum. The minimum is at s = 0.24, an angle of 61°, where f = −0.41 and W = −0.00058 eV, or −6.8 K. A scan with explicit point forces and a very short arm finds the minimum at the same angle; with the 3 Å arm it moves to 60°. Attraction begins at 42° from the axis.

Q: Those are tiny energies. How much of this survives the corrections within elasticity?

A: The signs on the axis and at the side survive the arm. With the full second difference, the axis energy is

[F²/(2πμ)](1/13 + 1/7 − 2/10) = 0.0031 eV,

about 10% above the point-dipole value. The side energy becomes −0.00027 eV, about 13% stronger. The oblique minimum becomes about 7% weaker, and attraction begins at 41° instead of 42°.

The side energy is a small difference and therefore sensitive. An error of 0.01 in ν, which the rough elastic constants allow, shifts it by 3 × 0.01 × 0.00143 = 0.00004 eV, or 18% of its value. For point dipoles, the second component must satisfy −0.12 < η < 0.68, or the side attraction is lost. If both force pairs have the 3 Å arm, the range is −0.14 < η < 0.63. The normal forces left out at the start also matter. Take N at x = ±a/2 and −2N at the centre, which exert no net force or torque. With |N| = F and the 3 Å arm, the side energy moves from −0.00027 eV to −0.00058 eV if the outer forces press into the solid, and to −0.00006 eV if they pull outward. In the second case the side attraction is lost at |N| of about 1.4F.

Q: And outside elasticity? Adatoms on a metal carry electric dipoles.

A: With the values used here, that effect exceeds the elastic attraction, though not the elastic repulsion on the axis. Model each adatom as a charge Q at height h above the image plane, with p = Qh. The cross energy is the charge times the potential of the other charge and its image. With the Coulomb constant equal to one,

W_el = Q²[1/r − 1/√(r²+4h²)] ≈ 2Q²h²/r³ = 2p²/r³.

For a rough p = 0.2 e Å this is +0.00115 eV, about five times the side attraction and twice the attraction at the oblique minimum. Since W_el varies as p², the side attraction is cancelled at

p = 0.2 × √(0.00024/0.00115) = 0.09 e Å.

With these inputs the sum of the elastic and electrostatic energies is repulsive at every angle. Doubling P multiplies the elastic energies by four. At the side this gives −0.00095 eV, which still does not overcome W_el. At the oblique minimum it gives −0.0023 eV, which does, and leaves a net attraction of about 0.0012 eV.

Q: The metal's electrons can also carry an interaction. Is that negligible?

A: I can't claim that. Here is a scale for a hypothetical surface band, not a statement about tungsten. Let two point scatterers of strength V sit in a two-dimensional free-electron band, with Green function g on site and G between sites. They change the density of states by −(1/π) Im d/dε ln D, where

D = (1−gV)² − G²V² = (1−gV)²(1−t²G²), t = V/(1−gV).

The first factor does not depend on r. I assume that no state is split off below the band, which holds for the resonant model used below but not for an attractive scatterer of fixed V. Weighting the states by ε − ε_F, with a factor 2 for spin, and integrating by parts then gives

ΔE = (2/π)∫₀^ε_F Im ln(1−t²G²) dε.

In atomic units G = −(i/2)H₀(kr), with H₀ the outgoing Hankel function, and Im g = −1/2. At resonance the real part of 1/t = 1/V − g vanishes, so 1/t = i/2, t = −2i and t²G² = H₀². Assuming resonance at all energies, a band depth of 0.3 eV and the free-electron mass, k_F = 0.28 Å⁻¹ and ΔE = −0.010 eV at 10 Å. In magnitude this is over forty times the elastic side energy. A scatterer of fixed V is resonant at one energy at most, so the number is only a scale, and the sign can differ. Where such a band exists and the adatoms scatter its electrons this strongly, elasticity alone cannot predict even the sign of the interaction.

Q: Then what could an experiment at room temperature show?

A: Very little of the elastic part, with these parameters. At 300 K the thermal energy is 0.026 eV. The elastic energy alone would lower the probability of finding a pair at 10 Å on the axis by about 10%, and raise it at the side by about 1%, both relative to non-interacting adatoms. Using the side attraction to explain aligned adatoms would require a much larger P, a second dipole component inside the range found above, normal forces that do not cancel the attraction, a small electric dipole and no strong surface band. Something, such as the adsorption sites, would also have to hold the pair at the side, because for this ν and η = 0 that position is an angular maximum. A smaller r alone does not suffice. With P = 3 eV and the 3 Å arm, the side attraction at 5 Å is still only a tenth of the thermal energy, and at such distances the continuum itself becomes doubtful. The remaining values are in the numerical output below.

Calculated quantities

```
TESTS
largest relative compliance error: 1.3e-03
largest error of f, wave-vector sum: 1.3e-03
largest error of f, point forces: 5.0e-05
threshold nu from wave-vector sum: 0.3334
f(70)-f(90 deg), nu=0.10, modes: 0.161
f(70)-f(90 deg), example nu, modes: -0.177
oblique minimum, point forces: 60.7 deg
INPUTS (rough, tungsten-like)
shear modulus mu: 1.00 eV/A^3
Lame constant lambda: 1.25 eV/A^3
dipole P: 3.0 eV
arm: 3.0 A
force P/arm: 1.00 eV/A
separation r: 10.0 A
temperature: 300 K
RESULTS
Poisson ratio nu: 0.2778
Young modulus: 2.556 eV/A^3
energy scale P^2/(2 pi mu r^3): 0.001432 eV
f on axis: 2.0000
f side by side: -0.1667
f at oblique minimum: -0.4067
angle of oblique minimum: 60.67 deg
attraction begins at angle: 41.99 deg
W on axis: 0.002865 eV = 33.24 K
W side by side: -0.000239 eV = -2.77 K
W at oblique minimum: -0.000583 eV = -6.76 K
radial force on axis: 8.594e-04 eV/A
radial force side by side: -7.162e-05 eV/A
NEGLECTED EFFECTS
W on axis with finite arm: 0.003148 eV
W side by side with finite arm: -0.000270 eV
side attraction needs eta from -0.123 to 0.678
shift of side W for 0.01 in nu: 0.000043 eV
electric dipole p (rough): 0.20 e A
electrostatic repulsion: 0.001152 eV
p that cancels side attraction: 0.091 e A
hypothetical surface band depth: 0.30 eV
its Fermi wave number: 0.2806 1/A
band-mediated energy at r: -0.01019 eV
band-mediated far-field envelope at r: 0.01544 eV
thermal energy kT: 0.02585 eV
Boltzmann factor on axis: 0.8951
Boltzmann factor side by side: 1.0093
```
